# Wannier-function tails from the branch points of a complex band: verification in Python

```python
"""Exponential tail of one-dimensional Wannier functions.

Result under test, for H = -t d2/dx2 + V(x), V even with period a:
    w(X) -> a / (Gamma(1/4) sqrt(C)) * phi_b(X) * X**(-3/4)
for the lowest band, where
  t       hbar^2/(2m) in eV nm^2;  V = -2U cos(2 pi x/a) - 2U2 cos(4 pi x/a)
  c, s    solutions with c(0)=1, c'(0)=0 and s(0)=0, s'(0)=1
  mu(E)   c(a;E) = cos(k a); its extremum in the gap is the branch point E_b
  h       imaginary part of k at the branch point (1/nm)
  phi_b   Bloch solution at the branch point, phi_b(0)=1
  N       cell integral of phi_k phi_-k; N = C sqrt(h-q) at k = pi/a + i q
  D       E_b - E = D sqrt(h-q)
The tails come from plane-wave states at real k in high precision;
h, C, D and phi_b come from integrating the differential equation.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma

mp.mp.dps = 80
t = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
a = 0.5
U_main = 0.55
G = 2 * np.pi / a


def plane_wave_matrix(k, U, U2=0.0, jmax=12):
    j = np.arange(-jmax, jmax + 1)
    n = len(j)
    return (np.diag(t * (k + G * j)**2) - U * (np.eye(n, k=1) + np.eye(n, k=-1))
            - U2 * (np.eye(n, k=2) + np.eye(n, k=-2)))


def cell_solution(E, U, U2=0.0, points=2):
    """Rows: c, c', dc/dE, its slope, d2c/dE2, its slope, s, s'."""
    def rhs(x, y):
        v = -2 * U * np.cos(G * x) - 2 * U2 * np.cos(2 * G * x) - E
        return [y[1], v * y[0] / t, y[3], (v * y[2] - y[0]) / t,
                y[5], (v * y[4] - 2 * y[2]) / t, y[7], v * y[6] / t]
    sol = solve_ivp(rhs, (0, a), [1, 0, 0, 0, 0, 0, 0, 1], method="DOP853",
                    rtol=1e-12, atol=1e-14, t_eval=np.linspace(0, a, points))
    assert sol.success
    return sol.y


def branch_point(U, U2=0.0, gap=1):
    """Gap edges, branch energy and decay constant for gap 1 or gap 2."""
    k_edge = np.pi / a if gap == 1 else 0.0
    levels = np.linalg.eigvalsh(plane_wave_matrix(k_edge, U, U2))
    low, high = levels[gap - 1], levels[gap]
    E_b = brentq(lambda E: cell_solution(E, U, U2)[2, -1], low, high, xtol=1e-13)
    h = np.arccosh(abs(cell_solution(E_b, U, U2)[0, -1])) / a
    return low, high, E_b, h


def bloch_state(k, U, band, jmax=24):
    """High-precision level and plane-wave coefficients at real k > 0."""
    size = 2 * jmax + 1
    tm, um, gm = mp.mpf(t), mp.mpf(U), 2 * mp.pi / mp.mpf(a)
    diag = [tm * (k + gm * j)**2 for j in range(-jmax, jmax + 1)]
    vals, vecs = np.linalg.eigh(plane_wave_matrix(float(k), U, jmax=jmax))
    E = mp.mpf(float(vals[band]))
    pivot = int(np.argmax(abs(vecs[:, band])))
    for _ in range(5):
        coef = [mp.mpf(0)] * size
        ratio = [mp.mpf(0)] * size
        r_right = mp.mpf(0)
        for j in range(size - 1, pivot, -1):
            r_right = 1 / (diag[j] - E - um**2 * r_right)
            ratio[j] = um * r_right
        r_left = mp.mpf(0)
        for j in range(pivot):
            r_left = 1 / (diag[j] - E - um**2 * r_left)
            ratio[j] = um * r_left
        coef[pivot] = mp.mpf(1)
        for j in range(pivot + 1, size):
            coef[j] = ratio[j] * coef[j - 1]
        for j in range(pivot - 1, -1, -1):
            coef[j] = ratio[j] * coef[j + 1]
        norm = mp.fsum(x * x for x in coef)
        E += (diag[pivot] - E - um**2 * (r_right + r_left)) / norm
    # even Wannier function: fix the sign by the value at x=0; odd: by the slope
    if band == 0:
        marker = mp.fsum(coef)
    else:
        marker = mp.fsum((k + gm * (j - jmax)) * coef[j] for j in range(size))
    scale = mp.sign(marker) / mp.sqrt(norm)
    return E, [x * scale for x in coef]


def band_states(U, band, cells):
    ks = [mp.pi * (2 * m + 1) / (cells * mp.mpf(a)) for m in range(cells // 2)]
    return ks, [bloch_state(k, U, band) for k in ks]


def zone_average(ks, values, X):
    """Mean over the full zone; the states at -k give complex conjugates."""
    return mp.fsum(mp.re(v * mp.expj(k * X)) for k, v in zip(ks, values)) / len(ks)


def periodic_part(states, quarter):
    """Periodic factor of the normalized Bloch function at x = quarter*a/4."""
    powers = [mp.mpc(1), mp.mpc(0, 1), mp.mpc(-1), mp.mpc(0, -1)]
    out = []
    for _, coef in states:
        jmax = len(coef) // 2
        out.append(mp.fsum(x * powers[(quarter * (i - jmax)) % 4]
                           for i, x in enumerate(coef)) / mp.sqrt(mp.mpf(a)))
    return out


def tail_fit(values, distances, power=None):
    """Solve ln|f| = ln A - h X - p ln X + sum of half-integer inverse powers."""
    size = len(values)
    matrix, right = mp.matrix(size, size), mp.matrix(size, 1)
    for i, (f, X) in enumerate(zip(values, distances)):
        row = [mp.mpf(1), -X]
        right[i] = mp.log(abs(f))
        if power is None:
            row.append(-mp.log(X))
        else:
            right[i] += mp.mpf(power) * mp.log(X)
        m = 1
        while len(row) < size:
            row.append(X**(-mp.mpf(m) / 2))
            m += 1
        for j in range(size):
            matrix[i, j] = row[j]
    sol = mp.lu_solve(matrix, right)
    p = float(sol[2]) if power is None else power
    return float(mp.exp(sol[0])), float(sol[1]), p


# Branch-point data from the differential equation
E_v, E_c, E_b, h = branch_point(U_main)
E_0 = np.linalg.eigvalsh(plane_wave_matrix(0.0, U_main))[0]
gap = E_c - E_v
grid_points = 401
y_b = cell_solution(E_b, U_main, points=grid_points)
mu2_b, s_b = y_b[4, -1], y_b[6, -1]
D = np.sqrt(2 * a * np.sinh(h * a) / mu2_b)
C = 2 * t * mu2_b * D / s_b
phi_b = y_b[0] + np.sinh(h * a) / s_b * y_b[6]
amplitude = a / (gamma(0.25) * np.sqrt(C))
x_cell = np.linspace(0, a, grid_points)
i_node = int(np.where(phi_b[:-1] * phi_b[1:] < 0)[0][0])
node = x_cell[i_node] + (x_cell[1] * phi_b[i_node]
                         / (phi_b[i_node] - phi_b[i_node + 1]))

# Norm identity against direct quadrature, in the band and in the gap
for E in (0.5 * (E_0 + E_v), E_v + 0.2 * gap, E_v + 0.8 * gap):
    y = cell_solution(E, U_main, points=129)
    beta2 = (1 - y[0, -1]**2) / y[6, -1]**2
    direct = a * np.mean((y[0]**2 + beta2 * y[6]**2)[:-1])
    assert abs(direct + 2 * t * y[2, -1] / y[6, -1]) < 1e-7

# Square-root merging and vanishing norm from diagonalization at complex k
delta = 1e-6 * h
vals, vecs = np.linalg.eig(plane_wave_matrix(np.pi / a + 1j * (h - delta), U_main))
pair = np.argsort(abs(vals - E_b))[:2]
pair = pair[np.argsort(vals[pair].real)]
split_ratio = (vals[pair[1]] - vals[pair[0]]).real / (2 * D * np.sqrt(delta))
lower = vecs[:, pair[0]]
norm_ratio = a * np.sum(lower**2) / np.sum(lower)**2 / (C * np.sqrt(delta))
assert abs(split_ratio - 1) < 1e-3
assert abs(norm_ratio - 1) < 2e-2   # correction is of order sqrt(delta/h)

# Tails from real-k states
cells = 560
ks, states = band_states(U_main, 0, cells)
ns = [57 + 11 * i for i in range(14)]
a_mp = mp.mpf(a)
u0, u1 = periodic_part(states, 0), periodic_part(states, 1)
X0 = [n * a_mp for n in ns]
X1 = [(n + mp.mpf(1) / 4) * a_mp for n in ns]
phi_quarter = phi_b[(grid_points - 1) // 4]
cases = {
    "Wannier, x=0": (u0, X0, 0.75, amplitude),
    "Wannier, x=a/4": (u1, X1, 0.75, amplitude * phi_quarter * np.exp(h * a / 4)),
    "projector": ([v * v for v in u0], X0, 0.5, a / (gamma(0.5) * C)),
    "hopping": ([st[0] for st in states], X0, 1.5, D * a / (2 * np.sqrt(np.pi))),
}
fits = {}
for name, (values, X, power, expected) in cases.items():
    tail = [zone_average(ks, values, x) for x in X]
    assert all(f * (-1)**n > 0 for f, n in zip(tail, ns))
    _, h_fit, p_fit = tail_fit(tail, X)
    amp_fit, _, _ = tail_fit(tail, X, power)
    fits[name] = (h_fit, p_fit, amp_fit, expected)
    assert abs(p_fit - power) < 2e-3, (name, p_fit)
    assert abs(h_fit / h - 1) < 1e-5, (name, h_fit, h)
    assert abs(amp_fit / expected - 1) < 1e-3, (name, amp_fit, expected)

# Same power for a deeper lattice and for an odd Wannier function of band 2
U_deep, U_odd = 1.2, 2.0
ks_d, st_d = band_states(U_deep, 0, 280)
X_d = [(22 + 6 * i) * a_mp for i in range(14)]
u_d = periodic_part(st_d, 0)
_, h_deep, p_deep = tail_fit([zone_average(ks_d, u_d, x) for x in X_d], X_d)
h_deep_ode = branch_point(U_deep)[3]
assert abs(p_deep - 0.75) < 2e-3 and abs(h_deep / h_deep_ode - 1) < 1e-5
ks_o, st_o = band_states(U_odd, 1, cells)
u_o = [mp.mpc(0, 1) * v for v in periodic_part(st_o, 1)]
_, h_odd, p_odd = tail_fit([zone_average(ks_o, u_o, x) for x in X1], X1)
h_odd_lower, h_odd_upper = branch_point(U_odd)[3], branch_point(U_odd, gap=2)[3]
assert h_odd_upper < h_odd_lower
assert abs(p_odd - 0.75) < 5e-3 and abs(h_odd / h_odd_upper - 1) < 1e-4

# Normalization and minimum spread: a phase eps*sin(ka) must add eps^2 a^2/2
k_f = np.array([float(k) for k in ks])
coef_f = np.array([[float(x) for x in st[1]] for st in states])
per_cell = 32
x = np.arange(-30 * per_cell, 30 * per_cell + 1) * a / per_cell
waves = np.exp(1j * np.outer(x, G * np.arange(-24, 25))) @ coef_f.T
waves = waves * np.exp(1j * np.outer(x, k_f)) / np.sqrt(a)


def moments(eps):
    w = np.mean((waves * np.exp(1j * eps * np.sin(k_f * a))).real, axis=1)
    density = w**2 * a / per_cell
    return density.sum(), (density * x**2).sum() - (density * x).sum()**2


norm_w, spread = moments(0.0)
eps = 0.2
assert abs(norm_w - 1) < 1e-9
for sign in (1, -1):
    assert abs((moments(sign * eps)[1] - spread) / (eps**2 * a**2 / 2) - 1) < 1e-6

# Sizes of neglected effects
mass_v = abs(2 * t * cell_solution(E_v, U_main)[2, -1]) / a**2
mass_c = abs(2 * t * cell_solution(E_c, U_main)[2, -1]) / a**2
mass = 2 / (1 / mass_v + 1 / mass_c)
h_two_band = np.sqrt(mass * gap / (4 * t))
assert abs(h_two_band / h - 1) < 0.05
low_s, high_s, _, h_small = branch_point(0.95 * U_main)
U2 = 0.1
low_2, high_2, _, h_second = branch_point(U_main, U2)
field = 0.05                       # eV/nm for one electron; equals 0.5 MV/cm
nodes, weights = np.polynomial.legendre.leggauss(16)
theta = nodes * np.pi / 2
action = 0.0
for th, wt in zip(theta, weights):
    E = 0.5 * (E_v + E_c) + 0.5 * gap * np.sin(th)
    q = np.arccosh(max(1.0, -cell_solution(E, U_main)[0, -1])) / a
    action += wt * np.pi / 2 * q * 0.5 * gap * np.cos(th)
exponent = 2 * action / field
kT = const.k * 300 / const.e

print(f"t = hbar^2/2m = {t:.6f} eV nm^2; a = {a} nm; U = {U_main} eV")
print(f"lowest band: {E_0:.4f} to {E_v:.4f} eV; next band from {E_c:.4f} eV")
print(f"gap = {gap:.4f} eV; branch energy E_b = {E_b:.4f} eV")
print(f"h = {h:.6f} 1/nm; 1/h = {1/h:.4f} nm; h*a = {h*a:.5f}")
print(f"h in atomic units = {h*const.value('Bohr radius')*1e9:.5f} 1/bohr")
print(f"mu_b = {y_b[0,-1]:.6f}; mu_b'' = {mu2_b:.5f} 1/eV^2; s_b = {s_b:.6f} nm")
print(f"D = {D:.5f} eV nm^(1/2); C = {C:.5f} nm^(3/2)")
print(f"prefactor a/(Gamma(1/4) sqrt C) = {amplitude:.6f} nm^(1/4)")
print(f"phi_b(a/4) = {phi_quarter:.5f}; node of phi_b at x = {node:.4f} nm")
print(f"complex-k check at h-q = 1e-6 h: splitting ratio {split_ratio:.6f},"
      f" norm ratio {norm_ratio.real:.5f}")
print(f"fits use n = {ns[0]} to {ns[-1]} cells")
for name, (h_fit, p_fit, amp_fit, expected) in fits.items():
    print(f"{name}: power {p_fit:.6f}, h {h_fit:.7f} 1/nm,"
          f" amplitude fit/formula {amp_fit/expected:.7f}")
print(f"deeper lattice U = {U_deep} eV: power {p_deep:.6f}, h fit {h_deep:.6f},"
      f" h branch {h_deep_ode:.6f} 1/nm")
print(f"odd band-2 function, U = {U_odd} eV: power {p_odd:.6f}, h fit {h_odd:.6f} 1/nm")
print(f"  branch points: lower gap {h_odd_lower:.6f}, upper gap {h_odd_upper:.6f} 1/nm")
print("n, X (nm), exact w(X) (nm^-1/2), exact/leading law:")
scaled = {}
for n in (1, 2, 3, 5, 10, 20, 50, 100, 200):
    w_n = zone_average(ks, u0, n * a_mp)
    scaled[n] = float(w_n * (-1)**n * mp.exp(mp.mpf(h) * n * a_mp))
    print(f"  {n:3d} {n*a:6.1f} {mp.nstr(w_n, 5):>14s}"
          f" {scaled[n]*(n*a)**0.75/amplitude:.5f}")
for n in (5, 10, 50, 100):
    local = -np.log(scaled[2 * n] / scaled[n]) / np.log(2)
    print(f"apparent power between n = {n} and {2*n}: {local:.4f}")
print(f"norm of w = {norm_w:.10f}; rms width = {np.sqrt(spread):.4f} nm")
print(f"added spread for phase 0.2 sin(ka): {moments(eps)[1]-spread:.6f} nm^2")
print(f"edge masses: valence {mass_v:.4f}, conduction {mass_c:.4f} m_e;"
      f" mean {mass:.4f} m_e")
print(f"two-band estimate of h = {h_two_band:.4f} 1/nm;"
      f" with doubled mass {np.sqrt(2)*h_two_band:.4f} 1/nm")
print(f"U lowered by 5%: gap {high_s-low_s:.4f} eV, h {h_small:.4f} 1/nm")
print(f"second harmonic U2 = {U2} eV: gap {high_2-low_2:.4f} eV, h {h_second:.4f} 1/nm")
print(f"field {field*10:.2f} MV/cm: energy drop over 1/h = {field/h:.4f} eV"
      f" = {100*field/h/gap:.2f} % of gap")
print(f"interband tunnelling exponent = {exponent:.2f}; factor {np.exp(-exponent):.2e}")
print(f"kT at 300 K = {kT:.5f} eV; exp(-gap/2kT) = {np.exp(-gap/(2*kT)):.2e}")
print("verified")
```

Output:

```
t = hbar^2/2m = 0.038100 eV nm^2; a = 0.5 nm; U = 0.55 eV
lowest band: -0.0991 to 0.9301 eV; next band from 2.0278 eV
gap = 1.0977 eV; branch energy E_b = 1.4295 eV
h = 1.141752 1/nm; 1/h = 0.8758 nm; h*a = 0.57088
h in atomic units = 0.06042 1/bohr
mu_b = -1.167424; mu_b'' = 1.14166 1/eV^2; s_b = 0.102994 nm
D = 0.72639 eV nm^(1/2); C = 0.61355 nm^(3/2)
prefactor a/(Gamma(1/4) sqrt C) = 0.176062 nm^(1/4)
phi_b(a/4) = 1.18588; node of phi_b at x = 0.3822 nm
complex-k check at h-q = 1e-6 h: splitting ratio 1.000000, norm ratio 0.99858
fits use n = 57 to 200 cells
Wannier, x=0: power 0.750000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
Wannier, x=a/4: power 0.750000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
projector: power 0.500000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
hopping: power 1.500000, h 1.1417522 1/nm, amplitude fit/formula 1.0000000
deeper lattice U = 1.2 eV: power 0.749987, h fit 2.439936, h branch 2.439936 1/nm
odd band-2 function, U = 2.0 eV: power 0.750000, h fit 0.637482 1/nm
  branch points: lower gap 3.916676, upper gap 0.637482 1/nm
n, X (nm), exact w(X) (nm^-1/2), exact/leading law:
    1    0.5       -0.08556 0.51140
    2    1.0       0.034503 0.61383
    3    1.5      -0.015661 0.66835
    5    2.5     -0.0037221 0.72983
   10    5.0     0.00013961 0.79939
   20   10.0      2.9397e-7 0.85349
   50   25.0     5.7199e-15 0.90489
  100   50.0      1.406e-27 0.93193
  200  100.0     1.3753e-52 0.95148
apparent power between n = 5 and 10: 0.6187
apparent power between n = 10 and 20: 0.6555
apparent power between n = 50 and 100: 0.7075
apparent power between n = 100 and 200: 0.7200
norm of w = 1.0000000000; rms width = 0.1654 nm
added spread for phase 0.2 sin(ka): 0.005000 nm^2
edge masses: valence 0.2208, conduction 0.1533 m_e; mean 0.1810 m_e
two-band estimate of h = 1.1417 1/nm; with doubled mass 1.6146 1/nm
U lowered by 5%: gap 1.0430 eV, h 1.0853 1/nm
second harmonic U2 = 0.1 eV: gap 1.1159 eV, h 1.1605 1/nm
field 0.50 MV/cm: energy drop over 1/h = 0.0438 eV = 3.99 % of gap
interband tunnelling exponent = 39.37; factor 7.95e-18
kT at 300 K = 0.02585 eV; exp(-gap/2kT) = 6.02e-10
verified
```
